# Zero-Flux Basins, Kinetic Energy and the Atomic Virial Theorem: a numerical check

```python
"""Result under test, for a region bounded by a surface of zero flux of grad(rho):
  integral of Laplacian(rho) = 0, hence K(region) = G(region) = T(region), and
  2 T + Vb + Vs = 0, with Vb = int r.F dV and Vs = surface int r.sigma.n dS.
K, G : kinetic energy densities -psi Lap(psi)/2 and |grad psi|^2/2 (one electron)
F    : force density on the electron, -rho grad(V);  sigma : quantum stress tensor
System: one electron and two fixed charges ZA (z=-R/2) and ZB (z=+R/2), solved in
xi=(ra+rb)/R, eta=(ra-rb)/R.  Two electrons in a harmonic well test the
many-electron force law.  Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial import laguerre as lag, legendre as leg
from scipy.optimize import brentq

ZA, ZB, R0 = 1.0, 1.2, 2.0
NX, NY = 26, 24
OFF = np.arange(-2, 3)
D0 = np.array([0., 0., 1., 0., 0.])
D1 = np.array([1., -8., 0., 8., -1.]) / 12
D2 = np.array([-1., 16., -30., 16., -1.]) / 12


def gauss(lo, hi, n):
    t, w = leg.leggauss(n)
    return lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2


def solve(R):
    """Ground state of the separated equations; p^2 = -E R^2 / 2."""
    x, wx = lag.laggauss(44)
    L = lag.lagvander(x, NX - 1)
    DL = lag.lagval(x, lag.lagder(np.eye(NX))).T - L / 2
    y, wy = leg.leggauss(44)
    scale = np.sqrt(np.arange(NY) + 0.5)
    P = leg.legvander(y, NY - 1) * scale
    l = np.arange(NY)

    def parts(p):
        xi = 1 + x / (2 * p)
        mx = -(DL.T * (wx * (xi**2 - 1) * 4 * p * p)) @ DL
        mx += (L.T * (wx * (R * (ZA + ZB) * xi - p * p * xi**2))) @ L
        my = (P.T * (wy * (R * (ZB - ZA) * y + p * p * y**2))) @ P
        my -= np.diag(l * (l + 1.0))
        return np.linalg.eigh(mx), np.linalg.eigh(my)

    def mismatch(p):
        (ex, _), (ey, _) = parts(p)
        return ex[-1] + ey[-1]

    p = brentq(mismatch, 0.5, 4.0, xtol=1e-14)
    (_, vx), (_, vy) = parts(p)
    return -2 * p * p / R**2, p, vx[:, -1], vy[:, -1] * scale


class State:
    """psi = norm X(xi) Y(eta); squeeze adds exp(-squeeze (xi-1)) as a trial change."""

    def __init__(self, p, cx, cy, squeeze=0.0):
        self.p, self.cx, self.cy = p, cx, cy
        self.a, self.norm = p + squeeze, 1.0

    def X(self, xi):
        p, a, x = self.p, self.a, 2 * self.p * (xi - 1)
        f = lag.lagval(x, self.cx)
        f1 = lag.lagval(x, lag.lagder(self.cx))
        f2 = lag.lagval(x, lag.lagder(self.cx, 2))
        e = self.norm * np.exp(-a * (xi - 1))
        return (e * f, e * (2 * p * f1 - a * f),
                e * (4 * p * p * f2 - 4 * a * p * f1 + a * a * f))

    def Y(self, eta):
        return [leg.legval(eta, leg.legder(self.cy, k)) for k in range(3)]

    def psi(self, x, z):
        ra, rb = np.hypot(x, z + R0 / 2), np.hypot(x, z - R0 / 2)
        xi, eta = (ra + rb) / R0, (ra - rb) / R0
        radial = np.exp(-self.a * (xi - 1)) * lag.lagval(2 * self.p * (xi - 1), self.cx)
        return self.norm * radial * leg.legval(eta, self.cy)

    def derivatives(self, x, z, h=4e-3):
        """psi, psi_x, psi_z, psi_xx, psi_zz, psi_xz by Cartesian differences."""
        v = self.psi(x + h * OFF[:, None, None], z + h * OFF[None, :, None])
        c = lambda a, b: np.einsum('i,j,ijn->n', a, b, v)
        return (c(D0, D0), c(D1, D0) / h, c(D0, D1) / h,
                c(D2, D0) / h**2, c(D0, D2) / h**2, c(D1, D1) / h**2)


def volume_nodes(side, eta_s):
    """Nodes between nucleus (eta = side) and eta = eta_s, graded at the nucleus."""
    d = abs(eta_s - side)
    t, wt = gauss(0, 1, 40)
    S, T = np.meshgrid(t, t, indexing='ij')
    W = np.outer(wt, wt) * S * d * d
    uo, wu = gauss(d, 16, 100)
    vo, wv = gauss(0, d, 40)
    U, V = np.meshgrid(uo, vo, indexing='ij')
    u = np.concatenate([(S * d).ravel(), (S * T * d).ravel(), U.ravel()])
    v = np.concatenate([(S * T * d).ravel(), (S * d).ravel(), V.ravel()])
    w = np.concatenate([W.ravel(), W.ravel(), np.outer(wu, wv).ravel()])
    return 1 + u, side * (1 - v), w


def surface_points(xi, eta):
    x = R0 / 2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    z = R0 / 2 * xi * eta
    nx = -eta * np.sqrt((xi**2 - 1) / (xi**2 - eta**2))
    nz = xi * np.sqrt((1 - eta**2) / (xi**2 - eta**2))
    return x, z, nx, nz


def region(st, side, eta_s):
    """Integrals over one region; virials use the nucleus inside it as origin."""
    xi, eta, w = volume_nodes(side, eta_s)
    X, X1, X2 = st.X(xi)
    Y, Y1, Y2 = st.Y(eta)
    q = xi**2 - eta**2
    dv = 2 * np.pi * (R0 / 2)**3 * q * w
    psi = X * Y
    g2 = 4 / (R0**2 * q) * ((xi**2 - 1) * (X1 * Y)**2 + (1 - eta**2) * (X * Y1)**2)
    lap = 4 / (R0**2 * q) * (((xi**2 - 1) * X2 + 2 * xi * X1) * Y
                             + X * ((1 - eta**2) * Y2 - 2 * eta * Y1))
    lap_rho = 2 * psi * lap + 2 * g2
    ra, rb = R0 * (xi + eta) / 2, R0 * (xi - eta) / 2
    z = R0 * xi * eta / 2
    x2 = R0**2 / 4 * (xi**2 - 1) * (1 - eta**2)
    fz = -psi**2 * (ZA * (z + R0 / 2) / ra**3 + ZB * (z - R0 / 2) / rb**3)
    xfx = -psi**2 * x2 * (ZA / ra**3 + ZB / rb**3)
    z0 = side * R0 / 2
    out = dict(N=dv @ psi**2, K=dv @ (-psi * lap / 2), G=dv @ (g2 / 2),
               L=dv @ lap_rho, absL=dv @ abs(lap_rho),
               Vb=dv @ (xfx + (z - z0) * fz), F=dv @ fz, Vmid=dv @ (xfx + z * fz))
    xs, ws = gauss(1, 17, 110)
    x, z, nx, nz = surface_points(xs, eta_s)
    nx, nz = -side * nx, -side * nz
    ds = 2 * np.pi * R0**2 / 4 * np.sqrt((xs**2 - eta_s**2) * (1 - eta_s**2)) * ws
    f, fx, fz, fxx, fzz, fxz = st.derivatives(x, z)
    sxx, szz, sxz = (f*fxx - fx*fx) / 2, (f*fzz - fz*fz) / 2, (f*fxz - fx*fz) / 2
    tx, tz = sxx * nx + sxz * nz, sxz * nx + szz * nz
    out.update(Vs=ds @ (x * tx + (z - z0) * tz), S=ds @ tz,
               flux=ds @ (2 * f * (fx * nx + fz * nz)))
    return out


def normalise(st, eta_s):
    st.norm = 1 / np.sqrt(region(st, -1, eta_s)['N'] + region(st, 1, eta_s)['N'])


# Solution, bond critical point and zero-flux surface
E, p, cx, cy = solve(R0)
st = State(p, cx, cy)
eta_c = brentq(lambda e: st.Y(e)[1], -1, 1, xtol=1e-14)
normalise(st, eta_c)

# The Schroedinger equation, checked by Cartesian differences
x, z = np.array([0.7, 1.5, 0.4]), np.array([0.3, -1.0, 1.8])
f, fx, fz, fxx, fzz, fxz = st.derivatives(x, z)
pot = -ZA / np.hypot(x, z + R0 / 2) - ZB / np.hypot(x, z - R0 / 2)
local_E = -(fxx + fzz + fx / x) / (2 * f) + pot
assert np.max(abs(local_E - E)) < 1e-6

# No flux through the hyperboloid, point by point
x, z, nx, nz = surface_points(np.linspace(1.01, 6, 40), eta_c)
f, fx, fz, *_ = st.derivatives(x, z)
local_flux = np.max(abs((fx * nx + fz * nz) / f))
assert local_flux < 1e-6

# Uphill paths started on either side must end at different nuclei
start_xi = np.array([1.5, 3.0, 1.5, 3.0])
start_eta = eta_c + np.array([-0.05, -0.05, 0.05, 0.05])
x, z, _, _ = surface_points(start_xi, start_eta)


def uphill(x, z, h=1e-4):
    gx = st.psi(x + h, z) - st.psi(x - h, z)
    gz = st.psi(x, z + h) - st.psi(x, z - h)
    sign = np.sign(st.psi(x, z))
    length = np.hypot(gx, gz) + 1e-30
    return sign * gx / length, sign * gz / length


for _ in range(600):
    gx, gz = uphill(x, z)
    gx, gz = uphill(x + 0.01 * gx, z + 0.01 * gz)
    x, z = x + 0.02 * gx, z + 0.02 * gz
target = np.array([-1, -1, 1, 1]) * R0 / 2
path_miss = np.max(np.hypot(x, z - target))
assert path_miss < 0.06  # fixed path step 0.02 keeps the end point moving

# Both atoms
A, B = region(st, -1, eta_c), region(st, 1, eta_c)
for atom in (A, B):
    assert abs(atom['L']) < 1e-7 and atom['absL'] > 0.1
    assert abs(atom['K'] - atom['G']) < 1e-7
    assert abs(2 * atom['G'] + atom['Vb'] + atom['Vs']) < 1e-6
    assert abs(atom['F'] + atom['S']) < 1e-6
T = A['G'] + B['G']
assert abs(A['Vmid'] + B['Vmid'] + 2 * T) < 1e-6
# the same atom A with the other nucleus as origin
VbA2, VsA2 = A['Vb'] - R0 * A['F'], A['Vs'] - R0 * A['S']
assert abs(VbA2 - A['Vb']) > 1e-3

# Sum of atomic energies against the energy curve
h = 0.01
E_tot = E + ZA * ZB / R0
curve = np.array([solve(R0 + k * h)[0] + ZA * ZB / (R0 + k * h) for k in OFF])
slope = D1 @ curve / h
assert abs(-T - (E_tot + R0 * slope)) < 1e-6

# Kinetic densities at the bond critical point
zc = np.array([R0 * eta_c / 2])
f, fx, fz, fxx, fzz, fxz = st.derivatives(np.array([0.0]), zc)
rho_c = f[0]**2
K_c = -0.5 * f[0] * (2 * fxx[0] + fzz[0])
G_c = 0.5 * (fx[0]**2 + fz[0]**2)
ra_c, rb_c = R0 * (1 + eta_c) / 2, R0 * (1 - eta_c) / 2
assert abs(K_c - (E + ZA / ra_c + ZB / rb_c) * rho_c) < 1e-6
assert abs(G_c) < 1e-10

# A half space with flux through its boundary
M = region(st, -1, 0.0)
assert abs(M['K'] - M['G']) > 1e-3
assert abs(M['K'] - M['G'] + M['flux'] / 4) < 1e-7
assert abs(M['K'] + M['G'] + M['Vb'] + M['Vs']) < 1e-6

# A non-stationary trial function with the same zero-flux surface
trial = State(p, cx, cy, squeeze=0.3)
normalise(trial, eta_c)
Q = region(trial, -1, eta_c)
trial_defect = 2 * Q['G'] + Q['Vb'] + Q['Vs']
assert abs(Q['K'] - Q['G']) < 1e-7 and abs(trial_defect) > 1e-3


def well(r):
    """Two electrons, V=(r1^2+r2^2)/8+1/r12, psi=(1+r12/2)exp(-(r1^2+r2^2)/4).
    Returns rho, K, G, sigma_rr, sigma_tt, F_r and its repulsion part at radius r."""
    s, ws = gauss(0, 15, 90)
    c, wc = gauss(-1, 1, 50)
    s, c = np.meshgrid(s, c, indexing='ij')
    w = 2 * np.pi * np.outer(ws, wc) * s**2
    w = w * np.exp(-(2 * r * r + s * s - 2 * r * s * c) / 2)
    f = 1 + s / 2
    dz, dx2 = c / 2 - r * f / 2, (1 - c * c) / 8
    dzz = (1 - c * c) / (2 * s) - r * c / 2 - f / 2 + r * r * f / 4
    dxx = (1 + c * c) / (4 * s) - f / 2
    total = lambda a: np.sum(w * a)
    rep = total(2 * f * f * c / s**2)
    return np.array([total(2 * f * f), -total(f * (dzz + 2 * dxx)),
                     total(dz**2 + 2 * dx2), total(f * dzz - dz**2),
                     total(f * dxx - dx2), rep - total(f * f * r / 2), rep])


r_w, h = 1.0, 0.01
table = np.array([well(r_w + k * h) for k in OFF])
rho_w, K_w, G_w, srr, stt, F_w, rep_w = table[2]
lap_w = D2 @ table[:, 0] / h**2 + 2 / r_w * (D1 @ table[:, 0]) / h
div_w = D1 @ table[:, 3] / h + 2 * (srr - stt) / r_w
assert abs(K_w - G_w + lap_w / 4) < 1e-6 * rho_w
assert abs(div_w + F_w) < 1e-6 * rho_w
assert abs(rep_w) > 1e-2 * rho_w


def show(label, value, unit='hartree', fmt='.6f'):
    print(f"{label}: {value:{fmt}} {unit}")


print(f"Model charges ZA, ZB: {ZA}, {ZB} e; distance R: {R0} bohr")
show("Electronic energy", E)
show("Total energy E with nuclear repulsion", E_tot)
show("Largest local-energy error", np.max(abs(local_E - E)), fmt='.1e')
show("Surface eta_c", eta_c, '(dimensionless)')
show("Critical point to nucleus A", ra_c, 'bohr')
show("Critical point to nucleus B", rb_c, 'bohr')
show("Density there", rho_c, 'bohr^-3')
show("K density there", K_c, 'hartree/bohr^3')
show("G density there", G_c, 'hartree/bohr^3', '.1e')
show("Largest |n.grad psi|/psi on surface", local_flux, '1/bohr', '.1e')
show("Uphill paths, largest end distance to nucleus", path_miss, 'bohr', '.3f')
for name, a in (('A', A), ('B', B)):
    show(f"Atom {name} population", a['N'], 'electrons')
    show(f"Atom {name} integral of Laplacian", a['L'], 'bohr^-2', '.1e')
    show(f"Atom {name} integral of |Laplacian|", a['absL'], 'bohr^-2')
    show(f"Atom {name} K", a['K'])
    show(f"Atom {name} G", a['G'])
    show(f"Atom {name} basin virial, own nucleus origin", a['Vb'])
    show(f"Atom {name} surface virial, own nucleus origin", a['Vs'])
    show(f"Atom {name} total virial V", a['Vb'] + a['Vs'])
    show(f"Atom {name} energy T+V", a['G'] + a['Vb'] + a['Vs'])
    show(f"Atom {name} z-force on electrons in basin", a['F'], 'hartree/bohr')
    show(f"Atom {name} z-component of surface stress", a['S'], 'hartree/bohr')
show("Atom A basin virial, origin at B", VbA2)
show("Atom A surface virial, origin at B", VsA2)
show("Total kinetic energy T", T)
show("R dE/dR", R0 * slope)
show("E + R dE/dR", E_tot + R0 * slope)
show("Midplane half space (A side) K", M['K'])
show("Midplane half space G", M['G'])
show("Midplane outward flux of grad rho", M['flux'], 'bohr^-2')
show("Midplane K+G+Vb+Vs", M['K'] + M['G'] + M['Vb'] + M['Vs'], fmt='.1e')
show("Trial exponent change in xi", trial.a - p, '(dimensionless)', '.1f')
show("Trial atom A K-G", Q['K'] - Q['G'], fmt='.1e')
show("Trial atom A 2T+Vb+Vs", trial_defect)
show("Well: radius tested", r_w, 'bohr', '.1f')
show("Well: (K-G)/rho", (K_w - G_w) / rho_w)
show("Well: -Laplacian/(4 rho)", -lap_w / (4 * rho_w))
show("Well: div sigma/rho", div_w / rho_w, 'hartree/bohr')
show("Well: -F/rho", -F_w / rho_w, 'hartree/bohr')
show("Well: repulsion part of F/rho", rep_w / rho_w, 'hartree/bohr')
print("all assertions hold")
```

Output:

```
Model charges ZA, ZB: 1.0, 1.2 e; distance R: 2.0 bohr
Electronic energy: -1.292718 hartree
Total energy E with nuclear repulsion: -0.692718 hartree
Largest local-energy error: 7.5e-10 hartree
Surface eta_c: -0.333685 (dimensionless)
Critical point to nucleus A: 0.666315 bohr
Critical point to nucleus B: 1.333685 bohr
Density there: 0.093692 bohr^-3
K density there: 0.103796 hartree/bohr^3
G density there: 5.3e-26 hartree/bohr^3
Largest |n.grad psi|/psi on surface: 1.1e-10 1/bohr
Uphill paths, largest end distance to nucleus: 0.029 bohr
Atom A population: 0.220861 electrons
Atom A integral of Laplacian: 2.7e-16 bohr^-2
Atom A integral of |Laplacian|: 0.813988 bohr^-2
Atom A K: 0.157929 hartree
Atom A G: 0.157929 hartree
Atom A basin virial, own nucleus origin: -0.331931 hartree
Atom A surface virial, own nucleus origin: 0.016073 hartree
Atom A total virial V: -0.315858 hartree
Atom A energy T+V: -0.157929 hartree
Atom A z-force on electrons in basin: -0.009109 hartree/bohr
Atom A z-component of surface stress: 0.009109 hartree/bohr
Atom B population: 0.779139 electrons
Atom B integral of Laplacian: 2.2e-15 bohr^-2
Atom B integral of |Laplacian|: 2.721660 bohr^-2
Atom B K: 0.565423 hartree
Atom B G: 0.565423 hartree
Atom B basin virial, own nucleus origin: -1.132991 hartree
Atom B surface virial, own nucleus origin: 0.002144 hartree
Atom B total virial V: -1.130846 hartree
Atom B energy T+V: -0.565423 hartree
Atom B z-force on electrons in basin: 0.009109 hartree/bohr
Atom B z-component of surface stress: -0.009109 hartree/bohr
Atom A basin virial, origin at B: -0.313714 hartree
Atom A surface virial, origin at B: -0.002144 hartree
Total kinetic energy T: 0.723352 hartree
R dE/dR: -0.030634 hartree
E + R dE/dR: -0.723352 hartree
Midplane half space (A side) K: 0.192554 hartree
Midplane half space G: 0.228670 hartree
Midplane outward flux of grad rho: 0.144465 bohr^-2
Midplane K+G+Vb+Vs: -5.6e-12 hartree
Trial exponent change in xi: 0.3 (dimensionless)
Trial atom A K-G: -3.9e-16 hartree
Trial atom A 2T+Vb+Vs: 0.069568 hartree
Well: radius tested: 1.0 bohr
Well: (K-G)/rho: 0.441711 hartree
Well: -Laplacian/(4 rho): 0.441711 hartree
Well: div sigma/rho: 0.095439 hartree/bohr
Well: -F/rho: 0.095439 hartree/bohr
Well: repulsion part of F/rho: 0.154561 hartree/bohr
all assertions hold
```
